# Orbital frequencies, time step and adiabaticity in Car–Parrinello dynamics, part 1

(Sections cited here and not found follow in the second part.)

## 1. What dimensions and symmetry fix

Car–Parrinello (CP) dynamics gives the orbitals a fictitious kinetic energy $\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle$ and uses the total energy $E[\psi]$ as their potential energy. The expansion coefficients of a normalised orbital are dimensionless, so $\mu$ has the dimension energy $\times$ time$^2$. Time enters the orbital equations only through $\mu\,d^2/dt^2$, so every orbital frequency has the form

$$\omega=\sqrt{\text{energy}/\mu}.$$

Three symmetries restrict the energy under the root. Adding a constant to the potential changes $E$ by a constant, because the electron number is fixed, so only differences of orbital energies appear. With equal occupations $E$ is unchanged by a unitary mixing of the occupied orbitals, so these mixings have no restoring force and only differences $\varepsilon_a-\varepsilon_i$ between an empty level $a$ and an occupied level $i$ remain. If the Hamiltonian is real, $\psi\to\psi^*$ leaves $E$ unchanged, so real and imaginary displacements from a real ground state decouple and may have different spectra.

The smallest difference is the gap and the largest is of the order of the cutoff $E_{\rm cut}$, so one expects $\omega_{\min}\sim\sqrt{E_{\rm gap}/\mu}$ and a time step limit $\sim\sqrt{\mu/E_{\rm cut}}$. The numerical factors, and the role of self-consistency, are left open by this argument.

## 2. Equations of motion

Hartree atomic units are used. There are $N$ orthonormal orbitals, each with occupation $f$ ($f=2$ for closed shells), and $n=f\sum_i|\psi_i|^2$. The basis is the set of plane waves with $G^2/2\le E_{\rm cut}$ at the $\Gamma$ point. The energy satisfies $\delta E/\delta\psi_i^*=fH\psi_i$, where $H=T+v$ is real and depends on the orbitals only through $n$, as for Hartree, LDA and GGA functionals. With one ionic coordinate $q$ of mass $M$,

$$\mathcal L=\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle+\tfrac12M\dot q^2-E[\psi,q]+\sum_{ij}\Lambda_{ji}\big(\langle\psi_i|\psi_j\rangle-\delta_{ij}\big).$$

The constraint matrix is Hermitian, so $\Lambda$ is Hermitian. The orbital kinetic term carries no factor $\tfrac12$ and no $f$; the convention $f\mu'\sum_i\langle\dot\psi_i|\dot\psi_i\rangle$ follows from $\mu=f\mu'$. Variation with respect to $\psi_i^*$ gives

$$\mu\ddot\psi_i=-fH\psi_i+\sum_j\psi_j\Lambda_{ji}.\tag{1}$$

The multipliers follow from the constraint differentiated twice:

$$\langle\ddot\psi_k|\psi_i\rangle+2\langle\dot\psi_k|\dot\psi_i\rangle+\langle\psi_k|\ddot\psi_i\rangle=0.$$

From (1), $\mu\langle\psi_k|\ddot\psi_i\rangle=-fH_{ki}+\Lambda_{ki}$ with $H_{ki}=\langle\psi_k|H|\psi_i\rangle$. The first term times $\mu$ is the conjugate of $-fH_{ik}+\Lambda_{ik}$, which is the same quantity because both matrices are Hermitian. Hence $\Lambda_{ki}=fH_{ki}-\mu\langle\dot\psi_k|\dot\psi_i\rangle$, and with the projector $P=\sum_k|\psi_k\rangle\langle\psi_k|$,

$$\mu\ddot\psi_i=-f(1-P)H\psi_i-\mu\sum_k\psi_k\langle\dot\psi_k|\dot\psi_i\rangle.\tag{2}$$

## 3. Small oscillations at fixed ions

Let $H_0\varphi_p=\varepsilon_p\varphi_p$ be the self-consistent ground state with real $\varphi_p$, let $\Delta_{ai}=\varepsilon_a-\varepsilon_i$, and assume $E_{\rm gap}=\min\Delta_{ai}>0$. Write

$$\psi_i=\varphi_i+\sum_a\varphi_a x_{ai}+\sum_j\varphi_jy_{ji}.$$

To first order the constraint reads $y+y^\dagger=0$. The velocity term of (2) is of second order and drops out.

*Occupied components.* The vector $(1-P)H\psi_i$ vanishes at the minimum, so it is of first order. It is orthogonal to every $\psi_k$, and $\varphi_k$ differs from $\psi_k$ at first order, so its overlap with $\varphi_k$ is of second order. Therefore $\ddot y=0$: occupied–occupied rotations have zero frequency, although $\varepsilon_j\ne\varepsilon_i$.

*Empty components.* Since $\langle\varphi_a|P_0=0$, the first-order part of $\langle\varphi_a|(1-P)H|\psi_i\rangle$ has three terms:

$$\langle\varphi_a|H_0|\delta\psi_i\rangle+\langle\varphi_a|\delta H|\varphi_i\rangle-\langle\varphi_a|\delta P\,H_0|\varphi_i\rangle .$$

The first is $\varepsilon_ax_{ai}$. In the third, $\delta P=\sum_j(|\delta\psi_j\rangle\langle\varphi_j|+\text{h.c.})$ gives $\langle\varphi_a|\delta P|\varphi_i\rangle=x_{ai}$, so it equals $-\varepsilon_ix_{ai}$. Thus

$$\mu\ddot x_{ai}=-f\Delta_{ai}x_{ai}-f\langle\varphi_a|\delta H|\varphi_i\rangle.\tag{3}$$

The density change is $\delta n=f\sum_j(\varphi_j\delta\psi_j+\varphi_j\delta\psi_j^*)$. The $y$ part is $f\sum_{jk}\varphi_j\varphi_k(y_{kj}+y_{kj}^*)$, which vanishes because $\mathrm{Re}\,y$ is antisymmetric and $\varphi_j\varphi_k$ is symmetric. So $\delta n=2f\sum_{bj}\varphi_b\varphi_j\,\mathrm{Re}\,x_{bj}$. With the kernel $\kappa(\mathbf r,\mathbf r')=\delta v(\mathbf r)/\delta n(\mathbf r')$,

$$\langle\varphi_a|\delta H|\varphi_i\rangle=2f\sum_{bj}K_{ai,bj}\,\mathrm{Re}\,x_{bj},\qquad K_{ai,bj}=\iint\varphi_a\varphi_i\,\kappa\,\varphi_b\varphi_j .$$

This is real. Treating $(ai)$ as one vector index and $\Delta$ as a diagonal matrix, (3) splits into

$$\mu\,\mathrm{Im}\,\ddot x=-f\Delta\,\mathrm{Im}\,x,\qquad \mu\,\mathrm{Re}\,\ddot x=-f\mathcal H\,\mathrm{Re}\,x,\qquad\mathcal H=\Delta+2fK.$$

With $\lambda_n$ the eigenvalues of the symmetric matrix $\mathcal H$,

$$\omega_{ai}=\sqrt{f\Delta_{ai}/\mu}\ \ (\text{imaginary}),\qquad\omega_n=\sqrt{f\lambda_n/\mu}\ \ (\text{real}).\tag{4}$$

The statement that $\omega\propto\sqrt{(\varepsilon_a-\varepsilon_i)/\mu}$ is therefore exact, in the harmonic regime, for imaginary displacements and for a frozen Hamiltonian ($K=0$). For real displacements, the only ones present in a code with real orbitals, the excitation energy is replaced by $\lambda_n$. If $\kappa$ is positive semidefinite, as a Hartree kernel is, then $K\ge0$, Weyl's inequality puts each ordered $\lambda_n$ at or above the corresponding $\Delta$, and the lowest non-zero frequency is $\omega_{\min}=\sqrt{fE_{\rm gap}/\mu}$. An attractive exchange–correlation kernel can bring $\lambda_{\min}$ below the gap; $\lambda_{\min}<0$ means the state is not a minimum of $E$.

These are not physical excitation frequencies. The adiabatic time-dependent Kohn–Sham equation linearises to $i\dot x=\Delta x+2fK\,\mathrm{Re}\,x$, that is $\mathrm{Re}\,\dot x=\Delta\,\mathrm{Im}\,x$ and $\mathrm{Im}\,\dot x=-\mathcal H\,\mathrm{Re}\,x$, so $\mathrm{Re}\,\ddot x=-\Delta\mathcal H\,\mathrm{Re}\,x$, and the frequency is linear in energy.

Two assumptions can fail. With exact exchange $H$ depends on the density matrix, which changes under imaginary displacements, so these acquire a kernel term too. With unequal fixed occupations and frozen $H$, a rotation by $\theta$ between two propagated orbitals moves both, giving kinetic energy $2\mu\dot\theta^2$ and energy change $(f_i-f_j)(\varepsilon_j-\varepsilon_i)\sin^2\theta$, so $\omega^2=(f_i-f_j)(\varepsilon_j-\varepsilon_i)/2\mu$, which vanishes only for $f_i=f_j$ or degenerate levels.

## 4. Verlet stability

Let $h$ be the time step and $\alpha=fh^2/\mu$. Verlet integration with SHAKE is

$$\psi_i^{n+1}=2\psi_i^n-\psi_i^{n-1}-\alpha H^n\psi_i^n+\sum_j\psi_j^nX_{ji},$$

with Hermitian $X$ chosen so that $\psi^{n+1}$ is orthonormal. At the minimum the right side is $\sum_j\varphi_j(1-\alpha\varepsilon+X)_{ji}$ with $\varepsilon$ the diagonal matrix of occupied levels. Orthonormality requires $(1-\alpha\varepsilon+X)^2=1$, and the root that vanishes as $h\to0$ is $X_0=\alpha\varepsilon$. At first order $\sum_j\varphi_j\delta X_{ji}$ has no empty component, while $\sum_j\delta\psi_jX_{0,ji}$ contributes $\alpha\varepsilon_ix_{ai}$. The force of (3) is recovered, and each normal mode of (4) obeys

$$x^{n+1}-2x^n+x^{n-1}=-\omega^2h^2x^n .$$

Setting $x^n=\rho^n$ gives $\rho+\rho^{-1}=2-\omega^2h^2$. For $\omega h<2$ the right side lies in $(-2,2)$ and $\rho=e^{\pm i\tilde\omega h}$ with $2\cos\tilde\omega h=2-\omega^2h^2$. Using $1-\cos\theta=2\sin^2(\theta/2)$,

$$\sin(\tilde\omega h/2)=\omega h/2,\qquad\tilde\omega=\omega\,(1+\omega^2h^2/24+\dots),\tag{5}$$

the series coming from $\arcsin z=z+z^3/6+\dots$ For $\omega h>2$, $\rho=-e^{\pm\gamma}$ with $2\cosh\gamma=\omega^2h^2-2$; using $1+\cosh\gamma=2\cosh^2(\gamma/2)$, $\gamma=2\,\mathrm{arccosh}(\omega h/2)$. The mode alternates in sign and grows. At $\omega h=2$ the double root $-1$ gives linear growth. All modes must be stable, so

$$h<h_{\max}=\frac{2}{\omega_{\max}}=2\sqrt{\frac{\mu}{f\max(\Delta_{\max},\lambda_{\max})}}.\tag{6}$$

This is a linear stability limit near the minimum. It does not guarantee accuracy: at the limit (5) gives $\tilde\omega=\pi/h=(\pi/2)\,\omega$ for the top mode.

## 5. The top of the spectrum

Take $v$ local and bounded, with cell average $\bar v$, and let $T_{\max}$ be the largest $G^2/2$ in the basis. A normalised plane wave has uniform density, so its expectation value of $H_0$ is $G^2/2+\bar v$. The highest eigenvalue is at least any expectation value, and for any normalised state $\langle T\rangle\le T_{\max}$ and $\langle v\rangle\le v_{\max}$, so

$$T_{\max}+\bar v\le\varepsilon_{\max}\le T_{\max}+v_{\max}.\tag{7}$$

The same reasoning with $G=0$ gives $v_{\min}\le\varepsilon_1\le\bar v$. Subtracting,

$$T_{\max}\le\Delta_{\max}\le T_{\max}+(v_{\max}-v_{\min}).$$

The kernel adds at most $2f\|K\|$. For a translation-invariant repulsion with largest Fourier component $\tilde w_{\max}$, write $x\cdot Kx=\iint\rho\,w\,\rho\le\tilde w_{\max}\int\rho^2$ with $\rho=\sum_i\varphi_i\chi_i$ and $\chi_i=\sum_a\varphi_ax_{ai}$. The Cauchy–Schwarz inequality gives $\rho^2\le(n/f)\sum_i\chi_i^2$, and $\int\sum_i\chi_i^2=|x|^2$, so $2f\|K\|\le2\tilde w_{\max}n_{\max}$, which does not grow with the cutoff. A gradient-corrected kernel is not covered by this bound: its second variation contains $|\nabla\delta n|^2$, so $\|K\|$ then grows as $G_{\max}^2$ and the condition on $\|K\|$ in (8) below need not be reached by raising the cutoff. The sign of that term decides its effect: a negative coefficient, as in gradient-corrected exchange, lowers $\lambda_{\max}$ and leaves $\Delta_{\max}$ to set (6), while a positive one raises $\lambda_{\max}$ in proportion to the cutoff. With real orbitals only $\lambda_{\max}$ enters (6).

Finally $T_{\max}\le E_{\rm cut}$, and in one dimension $G_{\max}>\sqrt{2E_{\rm cut}}-2\pi/L$, so $T_{\max}/E_{\rm cut}\to1$ as the basis grows. Therefore

$$h_{\max}\to2\sqrt{\frac{\mu}{fE_{\rm cut}}}\qquad\text{when }E_{\rm cut}\gg v_{\max}-v_{\min},\ \|K\|,\ (2\pi/L)^2.\tag{8}$$

The discreteness of $G$ lowers $\Delta_{\max}$ below $E_{\rm cut}$ and the depth of $\varepsilon_1$ raises it, so the correction to (8) has either sign. In one dimension the discreteness alone can change $h_{\max}$ by a fraction of up to about $(2\pi/L)/\sqrt{2E_{\rm cut}}$, which falls only as $E_{\rm cut}^{-1/2}$. A deep semicore level, with $\bar v-\varepsilon_1$ comparable to $E_{\rm cut}$, shortens the step. The scaling also assumes one $\mu$ for all plane waves: with a mass $\mu(G)\propto G^2$ at large $G$, the estimate $\omega^2\approx fG^2/2\mu(G)$ saturates and (8) does not apply.

The harmonic orbital frequencies at fixed ions and the linear Verlet stability limit are now established, together with the conditions under which that limit scales as $\sqrt{\mu/E_{\rm cut}}$. What remains is the coupling to a moving ion, the energy left in the orbitals, the trade-off between adiabaticity and time step, and a numerical test.
